Image corrections for defect cells whose added carrier is delocalized

**Q:** I am computing an oxygen-deficient defect in an amorphous oxide. The cell is a cube of side L = 1.5 nm, and the medium has relative permittivity ε = 10. I add one electron to the neutral cell, so its charge is q = −1, with a uniform positive background to keep the average charge zero. The electron interacts with its periodic images, so I add the point-charge image correction. The charge is −1 wherever the electron sits. What could be wrong with that?

**A:** The last sentence needs examining. Let us derive the correction and see where it uses the position of the charge. I assume a cubic cell, an isotropic linear medium, and an electrostatic energy that depends on the mean electron density, as in semilocal density-functional theory. Charges are in units of e, and k = e²/(4πε₀) = 1.440 eV nm.

A unit point charge repeated on the lattice, with its background, has the zero-mean potential

v(r) = Σ_{G≠0} [4π/(L³G²)] exp(iG·r).

The G = 0 term is missing because the background cancels it. Within one cell,

∇²v = −4πδ(r) + 4π/L³.

Since ∇²(1/r) = −4πδ(r), the difference v − 1/r is smooth near the origin and has Laplacian 4π/L³. A term c r² has Laplacian 6c, so c = 2π/(3L³). Hence

v(r) = 1/r − α/L + 2πr²/(3L³) + h(r).

Cubic symmetry leaves in h only harmonic functions that start at order r⁴. The constant must scale as 1/L, which defines α.

**Q:** Where does the value of α come from?

**A:** It can be summed directly. Set L = 1 and build the lattice from neutral cubes, each holding a point charge and its share of background. The potential at the central charge, without its own 1/r, is

S = lim [Σ_{n≠0} 1/|n| − ∫ d³r/r],

with the sum and the integral taken over the same growing cube. This potential does not have zero mean. A neutral cubic cell of density ρ has the small-G transform ρ(G) ≈ −(G²/6)∫ρr² d³r. Its potential, 4πρ(G)/G², therefore has the average −(2π/3)∫ρr² d³r. The point charge contributes nothing to that integral and the background contributes −1/4, so the average is π/6. Removing it gives −α = S − π/6. This sum and an Ewald summation both give α = 2.8373.

**Q:** And the correction follows from the constant term?

**A:** Yes, for a compact charge. Let it have total charge q and a spherical normalized density n(r), well inside the cell. Its electrostatic energy is

E_cell = (kq²/2ε) ∫∫ n(r)n(r′)v(r−r′) d³r d³r′.

The 1/r part of v gives the isolated energy E_iso. The constant gives −q²M, where

M = αk/(2εL).

For the quadratic term we need the average of |r−r′|² = r² + r′² − 2r·r′. The cross term averages to zero about the centre, leaving 2⟨r²⟩. The harmonic terms h average to zero for spherical densities. Therefore

E_iso = E_cell + q²M − 2πkq²⟨r²⟩/(3εL³).

In your cell,

M = 2.8373 × 1.440/(2 × 10 × 1.5) = 0.136 eV.

The derivation used a density that is small compared with the cell. It also used a structureless medium that screens by ε at every distance. In a real solid the 1/L³ term depends on the microscopic screening, and it is normally taken from the computed potential far from the defect (potential alignment) rather than from ⟨r²⟩.

**Q:** Suppose the electron goes into the conduction-band edge instead. It still has one copy in every cell, and the copies still repel.

**A:** They also attract the background, and for a uniform density the two effects cancel. Write the energy in Fourier form, with F_G the transform of the total charge in one cell:

E_cell = (k/2ε) Σ_{G≠0} [4π/(L³G²)] |F_G|².

Split the charge into a localized part q_loc and a delocalized part q_free, so that q = q_loc + q_free. A uniform density has a G = 0 component and no other. For G ≠ 0, F_G then contains the localized part alone. Both the self-energy of the free carrier and its interaction with the localized charge have dropped out. The leading image error is −q_loc²M, and the correction is +q_loc²M.

If you use the nominal charge, the remaining error relative to the dilute limit, a defect plus a free carrier at the band edge, is

δE = (q² − q_loc²)M.

For your neutral defect with a band electron, q = −1 and q_loc = 0. The correction itself introduces an error of +M.

**Q:** A perfectly uniform electron is an idealization. The defect will attract or repel it. Might that restore a 1/L term?

**A:** We can examine that in a model where the defect decides for itself whether to bind the electron. Take one electron of effective mass m = 0.35 mₑ at the Γ point, in a short-range well

W(r) = −V₀ exp(−r²/w²), w = 0.30 nm.

The total energy is the kinetic energy plus the well energy plus the electrostatic energy above, minimized self-consistently. Energies are measured from the conduction-band edge. The model keeps the electron's Hartree self-repulsion in both the periodic and the isolated problem. Their difference therefore measures the finite-size error, but the absolute depth is not that of a real trap.

First take V₀ = 12 eV. The isolated solution has energy −2.7753 eV and rms radius 0.295 nm, so the charge is compact. In the 1.5 nm cell the raw energy is −2.9239 eV. The quadratic term is

2π × 1.440 × 0.2953²/(3 × 10 × 1.5³) = 0.0078 eV,

and the corrected energy is

−2.9239 + 0.1362 − 0.0078 = −2.7955 eV.

This lies 20 meV below the isolated value, whereas the raw energy lies 149 meV below it. At L = 2.0 nm the corrected energy is 1.2 meV too low, and at 3.0 nm it agrees to the printed 0.1 meV. The rapid fall suggests overlap between the tails of neighbouring bound states, though that contribution was not separated out. For this electron your correction is right.

**Q:** Then what happens when the well is too weak to bind?

**A:** Set V₀ = 0.5 eV and keep everything else fixed. The isolated well then has no bound state. Outside it, the zero-energy wavefunction is proportional to 1 − a/r, with scattering length a = −0.0644 nm.

The leading cell energy follows from the same lattice function v. Outside the well, try

ψ = 1 − b v(r).

Away from the origin ∇²v = 4π/L³, so

−(ħ²/2m)∇²ψ = (ħ²/2m)4πb/L³.

This must equal Eψ. The average of ψ is 1, because v has zero mean. To leading order we replace ψ by 1 on the right-hand side and find E = 2πħ²b/(mL³).

Close to the well, v ≈ 1/r − α/L, and so

ψ ≈ (1 + αb/L) − b/r.

Matching to 1 − a/r requires a = b/(1 + αb/L). Solving for b gives b = a/(1 − αa/L) ≈ a(1 + αa/L), and

E ≈ [2πħ²a/(mL³)](1 + αa/L).

This is a contact energy. It contains no charge, and its leading size dependence is 1/L³.

The self-consistent calculation, which includes the electron's electrostatic energy, gives −0.0235 eV at L = 1.5 nm, against −0.0229 eV from the formula. At 3.0 nm both give −0.0031 eV. Doubling L reduces the raw energy by a factor of 7.6, where a 1/L error would fall by 2.

Adding M gives +0.113 eV at 1.5 nm and still +0.065 eV at 3.0 nm. The correct limit is zero. Your correction turns an error that vanishes roughly as 1/L³ into one that vanishes as 1/L.

**Q:** So extrapolating to infinite size would rescue me, but a single corrected cell would not. How do I tell the two cases apart in one cell?

**A:** Look at the occupied state and at the potential. One measure of the volume it fills is

f = 1/(L³ ∫|ψ|⁴ d³r),

which is 1 for a uniform state. In the 1.5 nm cell, f = 0.054 for the deep well and 0.998 for the weak one. A real band-edge state also varies on the atomic scale, which lowers f, so compare it with the band-edge state of the defect-free host rather than with 1.

The second measure is the potential produced by the added carrier. Between a face centre and a corner of a cell centred on the defect it changes by 67.5 meV in the deep case and by 2.6 meV in the weak case. A point-charge model potential subtracted from the second would leave a spurious variation, because the long-range field it describes is nearly absent.

**Q:** I also study donors. There the cell with the electron is neutral, so I add nothing to it, and I correct the ionized cell. Surely a neutral cell is safe?

**A:** Not if the electron is delocalized. Let the ionized donor be a compact core of charge Q. Define its apparent level as the energy of the cell with the electron minus the energy of the cell without it, measured from the band edge.

With a band electron, the localized charge is Q in both cells. Both need the correction Q²M, and it cancels in the difference. Correcting by nominal charge adds (Q−1)²M to the first cell and Q²M to the second. The level moves by

(Q−1)²M − Q²M = (1 − 2Q)M.

For Q = 0, 1 and 2 the shifts are +M, −M and −3M. The model gives, for L = 1.5 nm and Gaussian cores of width σ = 0.10 nm when Q is not zero:

Q = 0: −0.023 eV becomes +0.113 eV.
Q = 1: −0.003 eV becomes −0.140 eV.
Q = 2: −0.014 eV becomes −0.423 eV.

The Q = 0 row is the weak well. For the charged cores, the small raw values arise because the electron gathers slightly around the core. The core potential has zero mean, so its first-order effect on a uniform state vanishes, and the leading effect is quadratic in Q. The ratio of the two raw values, taken before rounding, is 4.3, close to 4.

**Q:** The last row looks like a deep donor. But a doubly charged core really should bind an electron. Why call −0.423 eV false?

**A:** Because 0.409 eV of it is 3M, which changes with the cell size. You are right that there is real binding, and this cell fails to show it. For a point core, without electron self-repulsion, the hydrogenic estimate is

E_b = Q² × 13.6 eV × 0.35/10² = 0.048 Q² eV,

or 0.048 eV for Q = 1 and 0.190 eV for Q = 2. The orbital radius is 1.51 nm for Q = 1, as large as the whole cell, and half that for Q = 2.

So the raw level near zero describes a core plus a free carrier. It is not the ground state of an isolated donor. Measured against the hydrogenic estimate for Q = 2, the raw level is 0.18 eV too shallow and the nominally corrected one is 0.23 eV too deep. These differences are not purely finite-size errors, because the model keeps the electron self-repulsion that the estimate omits and smears the core. Solved in isolation, the model's own Q = 2 level is −0.130 eV, so within the model the raw level is 0.12 eV too shallow and the nominally corrected one 0.29 eV too deep. Neither level is a donor binding energy. That has to come from a cell many orbital radii wide or from a separate effective-mass calculation.

In a cell much larger than the orbital, the electron is localized after all. The localized charge becomes Q − 1, and the nominal correction is right again. The deep well showed this for Q = 0. The change is gradual. When L is only about one orbital radius, as for Q = 1 here, the electron still fills the cell. When L is several radii, neither limit applies well.

**Q:** Does the same reasoning hold for a hole?

**A:** Yes. Remove an electron from a neutral defect cell, and let the hole sit at the valence-band edge E_V. The correct energy is E(+) = E(0) − E_V, with no image correction. Adding M to E(+) moves the level E(0) − E(+) from E_V to E_V − M, inside the valence band.

**Q:** How closely does this resemble my material?

**A:** The values ε = 10, m = 0.35 mₑ and L = 1.5 nm are round numbers, roughly in the regime of amorphous indium gallium zinc oxide. The wells and cores are model defects, not computed vacancies. One electron per cell means 3.0 × 10²⁰ cm⁻³, a degenerate density well above that of a lightly doped channel. This matters if you sample k points densely, because the electron then fills the band up to a Fermi energy. For a parabolic, spin-degenerate band the mean kinetic energy is

(3/5)(ħ²/2m)(3π²/L³)^(2/3) = 0.278 eV,

twice M. It must be removed by a band-filling correction. In the Γ-point model it is absent.

The choice of permittivity matters too. If the ions are held fixed when the electron is added, electronic screening alone applies. With a rough value of 4, M becomes 0.340 eV, and so does the error for a neutral defect with a band electron.

**Q:** My material is disordered. Can I assume that its band edge is delocalized at all?

**A:** You have to check. In one realization of a smooth random potential with an rms value of 0.20 eV, made by Gaussian filtering with a length parameter of 0.15 nm, the carrier still had f = 0.990. Its electrostatic energy was 0.12 meV, negligible beside M. That shows only that the carrier fills this 1.5 nm cell. Localization over a length greater than the cell side would not appear here, and testing for it needs larger cells. Stronger or longer-ranged disorder could localize it, and so could a lattice distortion that forms a polaron. The localized charge then includes the carrier. If the defect is neutral, an image correction is due even though the carrier is not on the defect you meant to study. If the defect is itself charged, the two separated charges also have a dipole and higher moments, and a correction based on their net charge alone is incomplete.

**Q:** Would the distinction change a prediction about a device?

**A:** It can. Suppose a thermal emission rate contains exp(−depth/k_BT) with a fixed prefactor. At 300 K, k_BT = 0.0259 eV, and a spurious depth of 3M reduces the rate by

exp(3M/k_BT) = 7 × 10⁶.

That is relative to a level at the band edge. Relative to the hydrogenic estimate of 0.190 eV, the false level at 0.423 eV still reduces the rate by about 8 × 10³. The donor would be predicted to release its electron far more slowly than the hydrogenic estimate implies.

**Q:** Is there a kind of calculation in which my original correction would be right even for a band electron?

**A:** There is one in which a self-image constant really is present. In a method that follows explicit electron positions, each electron is accompanied by copies displaced by lattice vectors. Wherever it moves, they move with it. In vacuum its self-image energy is

(k/2) lim_{r→0} [v(r) − 1/r] = −αk/(2L),

whatever its wavefunction. For L = 1.5 nm this is −1.36 eV, ten times M in size. In a solid, the other electrons screen it, and so do the ions if they relax. To leading order the correction is then your M, with the permittivity that matches the response included in the calculation. The mean-density argument does not apply there. Exact exchange sampled at a single k point can contain the same constant, depending on how its G = 0 term is treated. With such methods, establish first what the energy expression contains.

For your semilocal calculation, inspect the added state before correcting. If it is the host band edge, the −1 cell does not describe a negatively charged defect. It describes a neutral defect and a conduction electron, and its image correction is zero at leading order. The numerical output lists the energies of the deep and weak wells for all four cell sizes.

Values computed for the example and the checks

```
relative permittivity = 10.0; effective mass = 0.35 m_e
example cell side = 1.50 nm
Coulomb constant k = 1.43996 eV nm
alpha: Ewald = 2.83730; direct sum = 2.83730
unit image correction M = 0.1362 eV
well width = 0.30 nm; core sigma = 0.10 nm
deep well = 12.0 eV; weak well = 0.5 eV
isolated deep state energy = -2.7753 eV
isolated deep state rms radius = 0.2953 nm
weak-well scattering length = -0.06444 nm
L = 1.5 nm: M = 0.1362 eV
  deep: raw = -2.9239 eV, corrected = -2.7955 eV
  weak: raw = -0.02346 eV, contact formula = -0.02293 eV
  weak, wrongly corrected = 0.1127 eV
L = 2.0 nm: M = 0.1021 eV
  deep: raw = -2.8754 eV, corrected = -2.7765 eV
  weak: raw = -0.01011 eV, contact formula = -0.01001 eV
  weak, wrongly corrected = 0.0920 eV
L = 2.5 nm: M = 0.0817 eV
  deep: raw = -2.8554 eV, corrected = -2.7754 eV
  weak: raw = -0.00525 eV, contact formula = -0.00523 eV
  weak, wrongly corrected = 0.0765 eV
L = 3.0 nm: M = 0.0681 eV
  deep: raw = -2.8424 eV, corrected = -2.7753 eV
  weak: raw = -0.00307 eV, contact formula = -0.00307 eV
  weak, wrongly corrected = 0.0650 eV
deep, example cell: volume fraction = 0.0543
  face-corner potential = 67.505 meV
weak, example cell: volume fraction = 0.9979
  face-corner potential = 2.626 meV
core charge 0: level with q_loc = -0.0235 eV, with nominal q = 0.1127 eV
core charge 1: level with q_loc = -0.0033 eV, with nominal q = -0.1395 eV
core charge 2: level with q_loc = -0.0144 eV, with nominal q = -0.4229 eV
hydrogenic binding: core 1 = 0.0476 eV, core 2 = 0.1905 eV
hydrogenic radius, core 1 = 1.512 nm
mean band filling on dense k mesh = 0.2778 eV
M with clamped-ion permittivity 4 = 0.3405 eV
random potential rms = 0.20 eV, correlation parameter = 0.15 nm
  carrier volume fraction = 0.9898
  carrier Hartree energy = 0.117 meV
one electron per cell = 2.963e+20 cm^-3
thermal energy at 300 K = 0.02585 eV
Boltzmann factor exp(3M/kT) = 7.30e+06
```
